# Normal-Incidence Intersubband Absorption in (110) and (001) Silicon Wells

## What happens

A thin silicon film confines its conduction electrons to subbands spaced by tens of meV, so it can absorb infrared light. If the light arrives along the growth direction $z$, its electric field lies in the plane of the film. The confinement acts along $z$, and it is not obvious how a field along the plane could excite motion across it. In a (001) film it cannot, within effective-mass theory with parabolic valleys. In a (110) film it can, provided that the light has a polarisation component along $[1\bar10]$ and that the electrons occupy the right valleys.

The difference lies in the inverse-mass tensor. In a valley whose long axis is oblique to the film, a sideways force also accelerates the electron across the film.

## The inverse mass in the axes of the film

Hartree atomic units are used in the derivation: $\hbar=m_0=e=1$, with electron charge $-1$. Near one valley minimum,

$$H=\tfrac12\sum_{ij}p_i\,w_{ij}\,p_j+V(z).$$

Here $\mathbf p$ is the envelope momentum, measured from the valley minimum, and $V$ is the well potential. The tensor $w_{ij}$ is taken to be independent of $z$, and coupling between valleys is left out.

Let $\mathbf n$ be the unit vector along the valley axis. Momentum along $\mathbf n$ carries the mass $m_l$, and the remainder carries $m_t$:

$$\frac{(\mathbf n\cdot\mathbf p)^2}{2m_l}+\frac{p^2-(\mathbf n\cdot\mathbf p)^2}{2m_t}
=\frac12\sum_{ij}p_i\left[\frac{\delta_{ij}}{m_t}+\Delta\,n_in_j\right]p_j,$$

where $\Delta=1/m_l-1/m_t$. The bracket is $w_{ij}$. For an in-plane direction $a$ the first term vanishes, which leaves

$$w_{az}=\Delta\,n_an_z .$$

This element needs a valley axis with components both along $a$ and along $z$. It also needs $m_l\ne m_t$: a spherical valley has no such coupling on any surface.

**(001) film.** The valley axes are [100], [010] and [001]. The first two have $n_z=0$. The third has $n_z=1$ but no in-plane component. Hence $w_{az}=0$ for all six valleys and every in-plane direction. (Opposite valleys share one tensor.)

**(110) film.** Take $z\parallel[110]$, $x\parallel[1\bar10]$, and $y$ along the [001] line. The components $(n_x,n_y,n_z)$ are

- [100]: $(1,0,1)/\sqrt2$, so $w_{xz}=\Delta/2$;
- [010]: $(-1,0,1)/\sqrt2$, so $w_{xz}=-\Delta/2$;
- [001]: along $y$, so $w_{xz}=w_{yz}=0$.

Four of the six valleys are therefore tilted, and their coupling involves $x$ but not $y$.

## Subbands of a tilted valley

The off-diagonal element is present even without light, so its effect on the subbands must be settled first. For in-plane wavevector $\mathbf k$,

$$H_{\mathbf k}=\tfrac12\sum_{a,b=x,y}w_{ab}k_ak_b+(w_{xz}k_x+w_{yz}k_y)p_z+\tfrac12w_{zz}p_z^2+V(z).$$

Define $q=(w_{xz}k_x+w_{yz}k_y)/w_{zz}$. The two terms containing $p_z$ are $\tfrac12w_{zz}(p_z^2+2qp_z)=\tfrac12w_{zz}(p_z+q)^2-\tfrac12w_{zz}q^2$, so

$$H_{\mathbf k}=\tfrac12w_{zz}(p_z+q)^2+V(z)+\tfrac12\sum_{a,b}\left(w_{ab}-\frac{w_{az}w_{bz}}{w_{zz}}\right)k_ak_b .$$

Write the envelope as $u_{n\mathbf k}(z)=e^{-iqz}\varphi_n(z)$. Since $(p_z+q)e^{-iqz}\varphi_n=e^{-iqz}p_z\varphi_n$, the function $\varphi_n$ obeys the ordinary one-dimensional equation

$$\left[\tfrac12w_{zz}p_z^2+V(z)\right]\varphi_n=E_n\varphi_n .$$

The last term of $H_{\mathbf k}$ is the same for every subband. The subbands are therefore parallel, and the transition energy $E_{21}=E_2-E_1$ does not depend on $\mathbf k$. Along $x$ the inverse subband mass is $w_{xx}-w_{xz}^2/w_{zz}$, which is smaller than $w_{xx}$. The missing part reappears below as optical strength.

## Why in-plane light changes the subband

Light with a wavelength much longer than the film is thick is described by a uniform vector potential $\mathbf A(t)$, with field $\mathbf E=-d\mathbf A/dt$. For charge $-1$, $\mathbf p$ becomes $\mathbf p+\mathbf A$. Expanding the kinetic energy gives a term linear in the field,

$$H'=\sum_{ij}A_iw_{ij}p_j ,$$

and a term in $A^2$ that is a number and causes no transitions. For polarisation along $x$, $H'=A\,v_x$ with

$$v_x=w_{xx}k_x+w_{xy}k_y+w_{xz}p_z .$$

The first two terms are constants at given $\mathbf k$, and constants have no matrix element between orthogonal subbands. For the third, the phase factors give $\langle\varphi_2|p_z-q|\varphi_1\rangle$, in which $q$ drops out by the same orthogonality. Thus

$$\langle2|v_x|1\rangle=w_{xz}\,p_{21},\qquad p_{21}=\langle\varphi_2|p_z|\varphi_1\rangle .$$

This is the selection rule. If $w_{xz}=0$, the in-plane velocity is a constant of the motion across the well, and the field has nothing with which to change the subband. Parity plays no part: the (001) zero survives when the well is made asymmetric. A numerical diagonalisation with a bias of 0.1 MV/cm and in-plane wavevector components of 0.38 and 0.25 nm$^{-1}$ confirmed this. In the (001) well the in-plane velocity element, in units of $1/m_0$, stayed below $10^{-8}$ of $p_{21}$ for every valley.

There is a simple mechanical reading. From $v_z=w_{zz}p_z+{}$constant, eliminating $p_z$ gives

$$v_x=\frac{w_{xz}}{w_{zz}}v_z+\text{constant}.$$

An electron in a tilted valley that bounces between the walls also swings sideways, in step with the bounce. An in-plane field does work on that swing.

The same result follows from the displacement. The commutator $[z,H]=iw_{zz}p_z$ at $\mathbf k=0$, taken between subbands 2 and 1, gives $p_{21}=iE_{21}z_{21}/w_{zz}$. For the in-plane coordinate, the interband element is $x_{21}=i\langle u_2|\partial u_1/\partial k_x\rangle$. Differentiating the phase $e^{-iqz}$ brings down $-i(w_{xz}/w_{zz})z$, so

$$x_{21}=\frac{w_{xz}}{w_{zz}}\,z_{21}.$$

The sideways dipole is a fixed fraction of the dipole across the well, whatever the shape of $V(z)$.

## How strong the transition is

Define oscillator strengths relative to a free electron:

$$f_x=\frac{2w_{xz}^2|p_{21}|^2}{E_{21}},\qquad f_z=\frac{2w_{zz}^2|p_{21}|^2}{E_{21}},\qquad \frac{f_x}{f_z}=\left(\frac{w_{xz}}{w_{zz}}\right)^2 .$$

The total strength available from subband 1 follows from its mass. Treat $w_{xz}k_xp_z$ as a perturbation at small $k_x$. Its first-order energy vanishes, because a bound state has zero mean $p_z$, and second order gives

$$E_1(k_x)=E_1+\tfrac12w_{xx}k_x^2-k_x^2\sum_{m>1}\frac{w_{xz}^2|p_{m1}|^2}{E_m-E_1}.$$

The completed square gave the same energy as $E_1+\tfrac12(w_{xx}-w_{xz}^2/w_{zz})k_x^2$. Equating the two,

$$\sum_{m>1}\frac{2w_{xz}^2|p_{m1}|^2}{E_m-E_1}=\frac{w_{xz}^2}{w_{zz}} .$$

What the subband loses in in-plane inverse mass, it gains as intersubband absorption.

For hard walls at $z=0$ and $L$, $\varphi_n=\sqrt{2/L}\sin(n\pi z/L)$ and $E_n=w_{zz}n^2\pi^2/2L^2$. With $s=\pi z/L$,

$$|p_{21}|=\frac2L\int_0^\pi\sin2s\,\cos s\,ds=\frac4L\int_0^\pi\sin s\cos^2s\,ds=\frac{8}{3L}.$$

Inserting this and $E_{21}=3\pi^2w_{zz}/2L^2$,

$$f_x=2w_{xz}^2\,\frac{64}{9L^2}\,\frac{2L^2}{3\pi^2w_{zz}}=\frac{256}{27\pi^2}\frac{w_{xz}^2}{w_{zz}}\approx0.96\,\frac{w_{xz}^2}{w_{zz}} .$$

The first transition takes 96% of the available strength, independent of the width.

## From oscillator strength to absorbed fraction

For a weak pulse, first-order perturbation theory gives the amplitude in subband 2 as $-iw_{xz}p_{21}\tilde A(E_{21})$, where the tilde denotes a Fourier transform. Since $|\tilde E|=E_{21}|\tilde A|$ at the transition frequency, the energy taken up per electron is

$$E_{21}w_{xz}^2|p_{21}|^2|\tilde A|^2=\tfrac12f_x|\tilde E(E_{21})|^2 .$$

Direct propagation through a weak resonant pulse, with a Gaussian envelope of standard deviation five optical periods, gave 0.9992 times this value.

The incident energy per area is

$$\frac{c}{4\pi}\int E^2dt=\frac{c}{4\pi^2}\int_0^\infty|\tilde E(\omega)|^2d\omega .$$

Let $\eta(\omega)$ be the absorbed fraction and $N_1,N_2$ the sheet densities in the two subbands of the tilted valleys. Upward transitions minus stimulated emission leave the factor $N_1-N_2$. Equating absorbed energies for any pulse spectrum requires

$$\eta(\omega)=\frac{2\pi^2f_x(N_1-N_2)}{c}\,\delta(\omega-E_{21}).$$

A Lorentzian line of half width $\Gamma$ at half maximum replaces the delta function by $1/\pi\Gamma$ at its peak:

$$\eta_{\rm peak}=\frac{2\pi f_x(N_1-N_2)}{c\,\Gamma}.$$

This holds for a weakly absorbing sheet in air, thin enough that the field inside equals the incident field. For linear polarisation at angle $\theta$ to $x$, the matrix element scales as $\cos\theta$ and the absorption as $\cos^2\theta$. Unpolarised light is absorbed half as strongly as $x$-polarised light.

The two tilted families have opposite $w_{xz}$, but this does not cancel the absorption. Without coupling between valleys an electron stays in its own valley, so probabilities add, and each contains $w_{xz}^2$. In a real film the valleys at $+[100]$ and $-[010]$ share one in-plane wavevector, and abrupt walls mix them. The absorption survives, but the line can split: pseudopotential bands with abrupt 3.1 eV walls give a doublet with nearly the same total strength. Its separation is about 5 meV for 31 or 32 atomic layers, but it oscillates between about 0 and 8 meV as the thickness or the wall position changes on the scale of one layer. What cancels is the charge displaced across the film, which is linear in $w_{xz}$. With equal populations, $x$-polarised light therefore sets up no oscillating Hartree field along $z$, and the line has no depolarisation shift in that approximation. In the pulse calculation the summed $z$ dipole of the two families was $4\times10^{-12}$ of either one.

## A 6 nm membrane at room temperature

Consider a suspended (110) silicon membrane with thin oxide skins, in air at 300 K, holding $10^{12}$ electrons per cm$^2$. The masses $m_l=0.916$ and $m_t=0.190$ are rough silicon values. The walls are hard, and $\Gamma=10$ meV is a chosen width.

The principal inverse masses are 1.092 and 5.263, so

$$w_{xz}=\pm\tfrac12(1.092-5.263)\approx\mp2.086,\qquad w_{zz}=\tfrac12(1.092+5.263)\approx3.177,$$

with the upper sign for [100]. The sideways ratio is $2.086/3.177\approx0.656$: a dipole of 1.08 nm across the film is accompanied by one of 0.71 nm along it. The strength ratio is $0.656^2\approx0.43$, and $f_x=0.961\times2.086^2/3.177\approx1.32$. Normal-incidence coupling is thus a sizeable fraction of the coupling to a field along $z$.

The tilted valleys have confinement mass $1/3.177\approx0.315$ and levels at 33.2 and 132.8 meV. The line lies at $E_{21}=99.6$ meV, or 12.45 µm. The [001] valleys have confinement mass 0.190 and start at 55.0 meV. Confinement therefore favours the valleys that absorb, but by only 21.8 meV, less than $k_BT=25.9$ meV. As a result 78% of the electrons are in tilted valleys, with 76.7% in their first subband and 1.7% in their second. The active density is $0.750\times10^{12}$ cm$^{-2}=0.00750$ nm$^{-2}$.

With units restored, $1/c$ becomes $(1/137)\,\hbar^2/m_0$, and $\hbar^2/m_0=0.0762$ eV nm$^2$:

$$\eta_{\rm peak}=\frac{2\pi}{137}\times0.0762\times\frac{1.315\times0.00750}{0.010}\approx3.4\times10^{-3}.$$

The intersubband line absorbs about 0.34% of $x$-polarised light in one pass, 0.17% of unpolarised light, and none polarised along [001]. It sits on a background. Free-carrier absorption with $\hbar/\tau=10$ to 20 meV adds 0.03 to 0.06% along [001] and 0.02 to 0.035% along $x$ at this energy, and the oxide skins have a vibrational band near 800 cm$^{-1}$, close to the same wavelength. The off-resonant phase that the film adds relative to air, $\pi(\varepsilon-1)L/\lambda$, is 0.016 rad, which justifies using the incident field inside it.

## What moves these numbers in a real film

The selection rule depends on the directions of the valley axes. The line position depends on much more. Each estimate below changes one thing and holds the rest of the hard-wall model fixed.

| Effect | $E_{21}$ or its shift (meV) |
|---|---:|
| Leakage into oxide | 84.9 |
| Nonparabolic band | 92.3 |
| Band bending by the electrons | −2.9 |
| Nearest image charges, air | +5.9 |
| Depolarisation, $z$-polarised light | +3.8 |

Of the effects in the table, leakage through the walls gives the largest shift. A barrier of 3.1 eV and an oxide mass of 0.5, both rough, lower $E_{21}$ by 15% relative to the hard-wall value. Nonparabolicity, with a rough isotropic coefficient of 0.5 eV$^{-1}$, lowers it by 7% at zero in-plane momentum. That coefficient is an average over directions. Pseudopotential bands give only about 0.1 eV$^{-1}$ for motion along [110] in a tilted valley, and in a 31-layer film with abrupt 3.1 eV walls the line at zero in-plane momentum lies within 1% of the parabolic value for the same walls. Nonparabolicity also makes the subbands non-parallel. With the isotropic coefficient the thermal average at 300 K is about 90 meV, 9% lower, with a spread of 2 meV. The real bands depend more strongly on momentum along [001]: in that film $E_{21}$ falls from 88 meV to 84 meV at $k_y=0.25$ nm$^{-1}$ and to 75 meV at 0.44 nm$^{-1}$, and $f_x$ from 1.22 to 1.09 and 0.86. At 300 K the line is therefore broader and weaker than the isotropic model suggests. The band-bending value places the neutralising positive charge symmetrically outside the film; donors spread uniformly through the film reduce the shift to about −1 meV, and a gate on one side to about −2 meV. The image estimate puts air directly at the silicon surface, so oxide skins reduce it: with permittivity 3.9 and all images summed, skins of 0.5 to 2 nm give 4.7 to 3.9 meV. Simply adding the four shifts that apply to $x$-polarised light gives about 80 meV, or 15 µm. That is a guide to where to search, not a prediction, since the effects are not independent.

Thickness matters as well. In the hard-wall model $E_{21}\propto L^{-2}$, so a variation of 0.2 nm, about one atomic layer, moves the line by $2\times0.2/6\approx7\%$, or 7 meV. With 3.1 eV walls the step is about 5 meV per layer. A miscut of 1° towards $[1\bar10]$ gives the two tilted families different $w_{zz}$ and separates their hard-wall transition energies by 4.5 meV. These shifts are comparable with the assumed half width. The line width, and with it the peak absorption, has to be measured for a given film. Leakage also changes the populations. With the barrier above, $f_x$ stays near 1.32, but the light [001] level drops more than the tilted one: the gap between them shrinks from 21.8 to about 14 meV, the active density at 300 K falls from 75% to 68% of the total, and the peak absorption from 0.34% to 0.31%.

The (001) zero belongs to the parabolic model. Suppose instead that $E(1+\alpha E)=T$, where $T$ is the parabolic kinetic energy. To first order $E\approx T-\alpha T^2$, and in the [001] valleys of a (001) well

$$v_x\approx\frac{k_x}{m_t}(1-2\alpha T),\qquad \langle2|v_x|1\rangle\approx-\frac{2\alpha k_x}{m_t}\langle2|T_z|1\rangle,$$

with $T_z$ the part of $T$ due to motion along $z$. Corrections to the states do not contribute at this order, because they multiply the constant $k_x/m_t$ and the corrected states remain orthogonal. In an unbiased hard-wall well $T_z$ is diagonal and the element vanishes. With a bias of 0.1 MV/cm and a thermal $k_x$ at 300 K, its square is $2\times10^{-4}$ of the (110) value. This is not an upper bound. Interface roughness, miscut and the anisotropy of the real band are not included. The curvature of pseudopotential bands gives the [001] valleys a nonzero $w_{az}$ at finite in-plane wavevector, without any bias: for 0.25 to 0.36 nm$^{-1}$ the squared element is $4\times10^{-4}$ to $8\times10^{-4}$ of the (110) value along [100] and $1\times10^{-3}$ to $4\times10^{-3}$ along [110]. A miscut of 1° gives about $10^{-3}$ even with parabolic valleys.

## What to do about it

**Align the polarisation.** On a (110) film, set the field along $[1\bar10]$. Rotating it by 90° to [001] should remove the intersubband line in this model, which makes a useful control measurement on the same sample. With real bands a residue of up to a few percent of the line can remain at thermal wavevectors. The smooth free-carrier background also remains and differs somewhat between the two polarisations.

**Keep the electrons in the tilted valleys.** Cooling helps at this density. The subband masses 0.553 along $x$ and 0.190 along $y$ give a density-of-states mass $\sqrt{0.553\times0.190}\approx0.324$. At low temperature, four valleys with two spins each fill to

$$\frac{\pi\hbar^2N}{4m}=\frac{\pi\times0.0762\times0.010}{4\times0.324}\approx1.8\ \text{meV}$$

above $E_1$, far below the gap to the [001] valleys (21.8 meV with hard walls, about 14 meV with leakage into the oxide). The valley splitting of the first subband (0.1 to 1.7 meV with abrupt walls, depending on thickness) or a miscut of 1° (1.5 meV) is comparable with this filling, so the four valleys need not be filled equally; even two of them would fill to only 3.7 meV. Essentially all electrons are then active, whereas at 300 K the active density $N_1-N_2$ is 75% of the total. Strain shifts the valleys relative to one another. If it brings the [001] pair lowest, the absorption falls with the tilted population, however favourable the surface orientation.

**Add wells if more absorption is needed.** While the total remains small and each well sees the same field, the absorbed fractions add. Ten such wells, free-standing in air, would absorb about 3% of $x$-polarised light at the peak. On a silicon substrate of index $n\approx3.4$, lit from the air side, the absorption is reduced by $4/(1+n)^2\approx0.2$, to about 0.7%. Oxide spacers add their own absorption near 800 cm$^{-1}$, which does not depend on the polarisation.

**On (001) silicon, supply a field along $z$.** The ordinary element $w_{zz}p_{21}$ then drives the transition. Oblique incidence from air is weak, because the field along $z$ inside the film is reduced by the permittivity 11.7 and the absorption by roughly its square: with hard walls, a 6 nm (001) membrane of the same density at 300 K absorbs about 0.004% of p-polarised light at 45° and 0.008% at 60°, in the line of the four light valleys near 166 meV. At low temperature, with all electrons in the [001] pair, the line is near 37 meV and about half as strong. A prism, a waveguide or a grating is needed for a useful signal.

**Consider (111) if the light is linearly polarised in an unknown direction.** There every valley has $n_z^2=1/3$ and an in-plane component of length $\sqrt{2/3}$. With $\Delta=1.092-5.263=-4.171$, the coupling along that component is $4.171\times\sqrt2/3\approx1.97$, and $w_{zz}=5.263-4.171/3\approx3.87$. The available strength is $1.97^2/3.87\approx1.00$ along each valley's own in-plane direction. The three directions are 120° apart, so for equal populations the average of $\cos^2\theta$ is one half at any polarisation, giving 0.50 per electron. The (110) film offers 1.37 per tilted electron for the best polarisation and 0.68 for unpolarised light. Per tilted electron it is therefore stronger even for unpolarised light, but in (111) all six valleys are active. Counted per electron in the 6 nm film at 300 K, $f(N_1-N_2)/N$ for unpolarised light is 0.49 for (110) and 0.47 for (111) with hard walls, and 0.45 and 0.46 with leakage into the oxide, so the two orientations are about equal. (111) also has no blind direction for linearly polarised light.

The numerical output below lists the inputs and results for the membrane.

## Values computed for the example and the checks

```
longitudinal, transverse mass (m0): 0.916, 0.190
well width (nm): 6.0
electron density (cm^-2): 1.0e+12
temperature (K): 300; kT (meV): 25.85
line half width at half maximum (meV): 10.0
(001) [100] w_xz, w_yz, w_zz (1/m0): 0.000, 0.000, 5.263
(001) [010] w_xz, w_yz, w_zz (1/m0): 0.000, 0.000, 5.263
(001) [001] w_xz, w_yz, w_zz (1/m0): 0.000, 0.000, 1.092
(110) [100] w_xz, w_yz, w_zz (1/m0): -2.086, 0.000, 3.177
(110) [010] w_xz, w_yz, w_zz (1/m0): 2.086, 0.000, 3.177
(110) [001] w_xz, w_yz, w_zz (1/m0): 0.000, 0.000, 5.263
(110) tilted valley w_xx (1/m0): 3.177
(110) tilted valley confinement mass (m0): 0.315
(110) tilted subband mass along x (m0): 0.553
sideways ratio |w_xz/w_zz|: 0.656
tilted valleys E1, E2 (meV): 33.2, 132.8
[001] valleys E1 (meV): 55.0
transition energy E21 (meV): 99.6
transition wavelength (um): 12.45
|<2|p_z|1>|/hbar (1/nm): 0.4444
|z_21|, |x_21| (nm): 1.081, 0.709
oscillator strengths f_x, f_z: 1.315, 3.052
strength ratio f_x/f_z: 0.431
sum of f_x over final states, biased well: 1.369
pulse energy gain, propagation/formula: 0.9992
summed z dipole of both families/one family: 4.4e-12
share of electrons in tilted valleys: 0.784
share in tilted subband 1: 0.767
share in tilted subband 2: 0.0167
peak absorption, x-polarised (percent): 0.345
peak absorption, unpolarised (percent): 0.172
oxide barrier (eV), mass (m0): 3.1, 0.5
E21 with oxide leakage (meV): 84.9
nonparabolicity (1/eV): 0.5
E21 with nonparabolicity (meV): 92.3
relative permittivity of silicon: 11.7
E21 shift by band bending (meV): -2.94
E21 shift by nearest images, air (meV): 5.85
depolarisation shift, z light (meV): 3.84
optical phase of the film (rad): 0.0162
bias for the (001) estimate (MV/cm): 0.1
(001)/(110) squared velocity, nonparabolic: 2.0e-04
```
